# Vacancy concentration from changes in length and lattice parameter

## Problem

A crystal containing vacancies can be described by two lengths. One is its outer length \(L\). The other is the lattice parameter \(a\), obtained from the position of a Bragg peak. They respond differently to vacancies, and this exercise uses the difference to count them.

Take a cubic crystal of one element with \(N_s\) lattice sites, of which \(n\) are vacant. The defect fraction is \(c=n/N_s\), counted per site. In the cold, vacancy-free crystal the lattice parameter is \(a_0\) and the volume per site is \(\Omega\). The structure is face-centred cubic (fcc), with four sites per cubic cell, so \(\Omega=a_0^3/4\).

The relaxation volume \(V_{\rm rel}\) is the change of crystal volume at zero pressure when one atom is taken out of the crystal altogether and the number of sites stays the same. The vacancies are dilute and evenly spread, the crystal stays cubic, and there are no interstitial atoms until part (e).

The numbers come from a model metal with \(a_0=4\) Å. Its energy is of the second-moment tight-binding form,
\[
E=\sum_i\Big[\sum_j A\,e^{-p x_{ij}}-\xi\Big(\sum_j e^{-2q x_{ij}}\Big)^{1/2}\Big],\qquad x_{ij}=\frac{r_{ij}}{r_0}-1 ,
\]
where \(j\) runs over the nearest neighbours of atom \(i\) and \(r_0=a_0/\sqrt2\). The parameters are \(\xi=1.2\) eV, \(p=10\) and \(q=3\). The strength \(A\) is fixed by requiring equilibrium at \(a_0\).

Periodic cells with one vacancy each were relaxed by quasi-Newton minimization of this energy, with these results.

- **Fixed volume.** A cell of 864 sites was held at \(a_0\) while its atoms relaxed. Its pressure \(P=-dE/dV\) was then \(P_0=-1.6028\times10^{-4}\) eV/Å³.
- **Zero pressure.** Cells of 108, 256 and 500 sites, relaxed in volume as well, had \(a=3.997148\), \(3.998804\) and \(3.999389\) Å.
- **Expanded specimen.** The 500-site cell was relaxed under an outward pressure \(P_{\rm out}=0.02\) eV/Å³, by minimizing \(E-P_{\rm out}V\). This supplies an expansion of the size that heating could give, but it is a mechanical tension: atomic vibrations are not simulated, and the vacancy fraction is set by the cell size, not by thermal equilibrium. It gave \(a=4.048402\) Å. The same treatment without a vacancy gave \(4.048770\) Å.

For the cells with a vacancy, \(a\) was read from a Bragg peak computed from the atomic positions.

(a) With the number of sites fixed, find the fractional change of \(a\) per defect fraction in terms of \(V_{\rm rel}\) and \(\Omega\).

(b) Find the bulk modulus of the model and, from \(P_0\), the relaxation volume. Compare the resulting slope with the zero-pressure cells.

(c) In a real specimen the atoms that leave their sites settle on new sites, at the surface, at grain boundaries or on climbing dislocations, so the number of atoms is fixed. Find \(c\) from \(\Delta L/L\) and \(\Delta a/a\) alone, and give the small-strain form.

(d) The expanded specimen has \(\Delta L/L=0.012776\), and \(\Delta L/L-\Delta a/a=6.756\times10^{-4}\). Both strains are relative to the cold, vacancy-free crystal with the same number of atoms. Find \(c\), and its error if each strain may be misread by \(10^{-5}\).

(e) What does the method measure if interstitial atoms are present too?

## Solution

### (a) Lattice parameter at a fixed number of sites

Without vacancies the volume is \(N_s\Omega\). Each isolated vacancy adds \(V_{\rm rel}\), so
\[
V=N_s\Omega+nV_{\rm rel}=N_s\Omega\left(1+c\,\frac{V_{\rm rel}}{\Omega}\right).
\]
The same volume is the number of sites times the mean volume per site, \(V=N_s a^3/4\). Dividing by \(N_s\Omega=N_s a_0^3/4\) gives
\[
\left(\frac{a}{a_0}\right)^3=1+c\,\frac{V_{\rm rel}}{\Omega}.
\]
For small \(c\) the cube root is \(1+cV_{\rm rel}/(3\Omega)\), with a remainder of order \(c^2\). Hence, at \(c\to0\),
\[
\boxed{\frac{1}{a_0}\frac{da}{dc}=\frac{V_{\rm rel}}{3\Omega}}
\]
The 3 appears because a small volume strain is the sum of three equal length strains. The argument used no property of the vacancy except that it leaves the number of sites unchanged. It therefore also holds for a substituted atom, with that defect's own relaxation volume.

Here \(a\) must be the mean spacing of the sites, and a Bragg peak supplies it. Let a cell of edge \(\ell=n_c a\), with \(n_c\) cubic cells along the edge, be repeated \(M\) times along \(x\). The scattering amplitude at wave number \(k\) is
\[
S(k)=\Big(\sum_j e^{ikx_j}\Big)\Big(\sum_{m=0}^{M-1}e^{ikm\ell}\Big).
\]
The second factor is largest where \(k\ell\) is a multiple of \(2\pi\). Among these points, \(k=2\pi h/a\) with even \(h\) is special. The fcc sites lie at multiples of \(a/2\) along \(x\), so there the atoms of one cell also add in phase, apart from their small displacements. This gives the strong peak, and \(a=2\pi h/k\). The lattice parameters above were found in this way with \(h=4\) and \(M=40\), by searching for the maximum of \(|S|^2\). For randomly placed vacancies, I take the peak to mark the mean lattice in the same way, which requires them to be evenly spread.

### (b) The relaxation volume from a pressure

Stretch the perfect crystal uniformly, so that every \(x_{ij}\) equals the strain \(e\). Each atom has 12 neighbours, and the energy per atom is
\[
\varepsilon(e)=12A\,e^{-pe}-\sqrt{12}\,\xi\,e^{-qe}.
\]
Equilibrium at \(e=0\) requires \(-12Ap+\sqrt{12}\,\xi q=0\), so \(12Ap=\sqrt{12}\,\xi q\), or \(A=0.104\) eV. The second derivative at \(e=0\) is then
\[
\varepsilon''=12Ap^2-\sqrt{12}\,\xi q^2=\sqrt{12}\,\xi q\,(p-q).
\]
The volume per atom is \(v=\Omega(1+e)^3\), so \(dv=3\Omega\,de\) at \(e=0\). Since \(\varepsilon'=0\) there, \(d^2\varepsilon/dv^2=\varepsilon''/(3\Omega)^2\), and
\[
B=\Omega\,\frac{d^2\varepsilon}{dv^2}=\frac{\varepsilon''}{9\Omega}
=\frac{\sqrt{12}\,\xi q(p-q)}{9\Omega}
=\frac{3.4641\times1.2\times3\times7}{9\times16}
=0.606\ \text{eV/Å}^3 .
\]

Now consider the cell with a vacancy, held at the perfect volume \(V_0\). If it is released, its pressure changes with volume as
\[
P(V)\approx P_0-B\,\frac{V-V_0}{V_0}.
\]
It stops at \(P=0\), where \(V-V_0\) is the relaxation volume. Therefore
\[
V_{\rm rel}\approx\frac{P_0V_0}{B}.
\]
The vacancy slightly changes the stiffness of its cell, and the pressure is not strictly linear in volume. Both corrections are of relative order \(c\), which is \(1/864\) here. With \(V_0=864\times16=13824\) Å³,
\[
V_{\rm rel}=\frac{(-1.6028\times10^{-4})(13824)}{0.60622}
=-3.655\ \text{Å}^3\quad(-24.7\ \text{bohr}^3).
\]
This is \(-0.228\,\Omega\): the crystal shrinks by almost a quarter of a site volume for each atom removed.

The sign can be traced to the bonding. Before any relaxation, each of the 12 atoms around the vacancy has 11 neighbours. The derivative of its energy term with respect to uniform strain is
\[
-11Ap+\sqrt{11}\,\xi q=\xi q\left(\sqrt{11}-\frac{11}{\sqrt{12}}\right)>0,
\]
because \(\sqrt{11}=3.317\) and \(11/\sqrt{12}=3.175\). For all other atoms the derivative is zero. The energy thus falls on contraction, which means a negative pressure. The square root is responsible: losing one neighbour weakens the attraction by a smaller fraction than the repulsion. In the relaxed 864-site cell the 12 neighbours have moved towards the empty site by 0.010 Å on average.

The predicted slope is
\[
\frac{V_{\rm rel}}{3\Omega}=\frac{-3.655}{48}=-0.0761 .
\]
For the zero-pressure cells the slope is \((a/a_0-1)/c\), with \(c\) equal to one over the number of sites. For 500 sites, for example,
\[
\frac{3.999389/4-1}{1/500}=\frac{-1.528\times10^{-4}}{0.002}=-0.0764 .
\]

| Sites | \(c\) | Slope |
|---|---|---|
| 108 | 0.00926 | −0.0770 |
| 256 | 0.00391 | −0.0765 |
| 500 | 0.00200 | −0.0764 |

The slopes approach the prediction as \(c\) falls. The difference is 1.1–1.2% of the predicted value at the largest \(c\) and 0.3–0.4% at the smallest; one unit in the last digit of \(a\) moves the 500-site slope by 0.16%. The cube root in part (a) explains little of this. Its next term changes the slope by the relative amount \(-cV_{\rm rel}/(3\Omega)\), which is only 0.07% for 108 sites. Part of the rest belongs to the prediction, which has its own correction of relative order \(1/864\). The fixed-volume estimate of \(V_{\rm rel}\) is \(-3.608\), \(-3.639\), \(-3.650\) and \(-3.655\) Å³ for 108, 256, 500 and 864 sites. Extrapolated linearly to \(c=0\), this estimate and the zero-pressure cells both give \(-3.662\) Å³, a slope of \(-0.0763\), which is 0.2% larger in size than the 864-site value. The change of the slope from 108 to 500 sites does not involve the prediction. It is 0.8% of the slope, far more than the cube root gives, so the mean volume change per vacancy itself depends weakly on the vacancy fraction.

### (c) Vacancy fraction at a fixed number of atoms

When an atom moves from the interior to the surface, it leaves an empty site behind and occupies a new one. The number of atoms \(N_{\rm at}\) is unchanged, while the number of sites grows:
\[
N_s=N_{\rm at}+n,\qquad N_{\rm at}=N_s(1-c).
\]
The volume is \(N_s a^3/4\) with vacancies, and was \(N_{\rm at}a_0^3/4\) in the cold, vacancy-free state. Write \(\lambda=\Delta L/L\) and \(\alpha=\Delta a/a\), both relative to that state. If the specimen keeps its shape, its volume scales as \(L^3\), and
\[
(1+\lambda)^3=\frac{N_s}{N_{\rm at}}\left(\frac{a}{a_0}\right)^3=\frac{(1+\alpha)^3}{1-c}.
\]
Solving for \(c\),
\[
\boxed{c=1-\left(\frac{1+\alpha}{1+\lambda}\right)^3}
\]
To expand this, set
\[
\delta=1-\frac{1+\alpha}{1+\lambda}=\frac{\lambda-\alpha}{1+\lambda},
\qquad c=1-(1-\delta)^3=3\delta-3\delta^2+\delta^3 .
\]
For small strains the leading term is
\[
\boxed{c\approx3\left(\frac{\Delta L}{L}-\frac{\Delta a}{a}\right)}
\]
This is the Simmons–Balluffi relation. Thermal expansion and relaxation around the vacancies change the mean site spacing, so they enter both lengths as the same factor and cancel in the ratio. What remains is the number of added sites. Neither \(V_{\rm rel}\) nor the expansion coefficient has to be known.

The cold case shows how the two lengths share the effect. With no thermal expansion, part (a) gives \(\alpha=cV_{\rm rel}/(3\Omega)\). To first order \(\lambda=\alpha+c/3\), so
\[
\lambda=\frac{c}{3}\,\frac{\Omega+V_{\rm rel}}{\Omega}.
\]
The outer length responds to the formation volume \(\Omega+V_{\rm rel}\), here 12.3 Å³, and the lattice parameter to \(V_{\rm rel}\) alone. Two limits make this plain. If \(V_{\rm rel}=0\), the lattice parameter does not change and the specimen lengthens by the fraction \(c/3\). If \(V_{\rm rel}=-\Omega\), the length does not change and the lattice parameter shrinks by \(c/3\). The difference is \(c/3\) in both.

The relation fails if the new sites are added unevenly, for example on one pair of faces or by dislocation climb along one direction, because \(L^3\) then no longer follows the volume. In that case \((1+\lambda)^3\) must be replaced by the measured volume ratio.

### (d) The expanded specimen

The length strain given in the problem follows from the relaxed cell volume \(V\) and its 499 atoms, as \(1+\lambda=[V/(499\,\Omega)]^{1/3}\). The small-strain formula gives
\[
c\approx3\times6.756\times10^{-4}=2.03\times10^{-3}.
\]
For the full formula,
\[
\delta=\frac{6.756\times10^{-4}}{1.012776}=6.671\times10^{-4},
\]
\[
c=3\delta-3\delta^2+\delta^3=2.001\times10^{-3}-0.001\times10^{-3}=2.00\times10^{-3}.
\]
The specimen has one vacancy in 500 sites, so the true value is \(2\times10^{-3}\). Because \(\lambda\) was built from the cell volume and the atom count, this agreement checks only that the Bragg peak returns the mean site spacing of the cell. With 40 periodic copies the repeat length itself pins the peak there, almost regardless of how the atoms are displaced, so the agreement is close to automatic. The linear result is 1.3% above the true value. This excess can be derived: from part (c),
\[
\lambda-\alpha=(1+\alpha)\left[(1-c)^{-1/3}-1\right]\approx(1+\alpha)\,\frac{c}{3}\left(1+\frac{2c}{3}\right).
\]
The factor \(1+\alpha=1.0121\) supplies 1.2%, and the last bracket 0.1%.

For this mechanically stretched specimen the lattice parameter alone, read with the cold slope, would be a poor measure of \(c\), even if the expansion of the perfect crystal were known. Relative to the expanded perfect crystal, the vacancy changes \(a\) by
\[
\frac{4.048402-4.048770}{4.048770}=-9.1\times10^{-5},
\]
a slope of \(-0.045\) per defect fraction, against \(-0.076\) in the cold crystal. The volume change per vacancy thus depends on the state of the crystal. Under the outward pressure the cell with a vacancy expands more than the perfect one, which cancels part of the contraction. Using the cold slope would give \(c\approx1.2\times10^{-3}\), about 40% too low. This figure belongs to the applied tension and should not be carried over to a heated crystal. A classical quasi-harmonic estimate for the same model at the same expansion (about 460 K, cells of 108 and 256 sites) gives a slope near \(-0.081\), about 6% larger in size than the cold one. The length-minus-lattice method needs no slope in either case.

For the reading errors, take the logarithm of the full formula, \(\ln(1-c)=3\ln(1+\alpha)-3\ln(1+\lambda)\), and differentiate:
\[
dc=3(1-c)\left(\frac{d\lambda}{1+\lambda}-\frac{d\alpha}{1+\alpha}\right).
\]
The worst case has errors of opposite sign, \(d\lambda=10^{-5}\) and \(d\alpha=-10^{-5}\). Then \(dc=5.9\times10^{-5}\), close to six times the single error and 3% of \(c\). At \(c=10^{-4}\) the same readings would leave an error of about 60%. The method subtracts two nearly equal strains, so both must be measured precisely, and at the same temperature.

### (e) Interstitial atoms

Let there be \(n_v\) vacancies and \(n_i\) interstitial atoms, which sit between the sites. The number of atoms is the number of sites, less the vacancies, plus the interstitials:
\[
N_{\rm at}=N_s-n_v+n_i,\qquad \frac{N_{\rm at}}{N_s}=1-(c_v-c_i).
\]
The derivation in part (c) goes through with \(c\) replaced by \(c_v-c_i\). The method therefore measures the excess of vacancies over interstitials. If every vacancy is matched by an interstitial, no sites are added, and the two strains are equal however many defects there are. A positive result shows that vacancies are in the majority; it equals the vacancy fraction when interstitials are negligible.
